# The four Ramsey contributions to nuclear spin–spin coupling in HD

Two nuclei K and L sit at fixed positions in a molecule whose electronic ground state is a nondegenerate singlet. There is no external field. The nuclei are point magnetic dipoles, and spin-orbit coupling and other relativistic corrections to the electronic states are left out. The problem is to find how the electrons couple the two nuclear spins, and to evaluate the coupling for HD, where it is measured to be roughly 43 Hz.

Atomic units are used until frequencies are needed: \(\hbar=m_e=e=4\pi\varepsilon_0=1\). The electron charge is \(-1\), \(g_e\) is positive, and \(\mu_0/4\pi=1/c^2=\alpha^2\), with \(\alpha\) the fine-structure constant. Magnetic moments are in units of \(e\hbar/m_e\), so the Bohr magneton is \(1/2\). The vector from nucleus K to an electron is \(\mathbf r_K=\mathbf r-\mathbf R_K\).

## (a) From an energy to a coupling constant

**The part of the electronic energy bilinear in the two moments is \(E=\sum_{ab}m_{Ka}K_{ab}m_{Lb}\). Which part of \(K_{ab}\) survives rapid tumbling, and how does it give \(J\)?**

*Solution.* Nuclear spin energies are tiny compared with electronic excitation energies. The energy for given moments therefore acts as an effective Hamiltonian for the nuclear spins, with \(\mathbf m_K=\gamma_K\hbar\mathbf I_K\). Operators of different nuclei commute, so no ordering question arises.

If the molecule rotates by a matrix \(O\), the tensor becomes \(\sum_{cd}O_{ac}O_{bd}K_{cd}\). The average of \(O_{ac}O_{bd}\) over all rotations is \(\delta_{ab}\delta_{cd}/3\), so

\[
K_{ab}\to K\delta_{ab},\qquad K=\tfrac13\sum_a K_{aa}.
\]

This requires tumbling that is fast compared with the frequencies of the anisotropic coupling. The averaged Hamiltonian is \(hJ\,\mathbf I_K\cdot\mathbf I_L\), with

\[
J=\frac{\gamma_K\gamma_L\hbar^2}{h}K .
\]

The direct dipole interaction of the nuclei has a tensor proportional to \(3n_an_b-\delta_{ab}\), where \(\mathbf n\) is the unit vector between them. Its trace is \(3-3=0\), so it drops out. What remains must come through the electrons.

## (b) The field of a point moment

**Find the magnetic field of a nuclear moment, including its value at the nucleus.**

*Solution.* With the nucleus at the origin,

\[
\mathbf A=\alpha^2\frac{\mathbf m\times\mathbf r}{r^3}=\alpha^2\,\nabla\times\frac{\mathbf m}{r},
\]

because \(\nabla(1/r)\times\mathbf m=-\mathbf r\times\mathbf m/r^3\). Taking the curl again and using \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\),

\[
B_a=\alpha^2\sum_b\left[\partial_a\partial_b\frac1r+4\pi\delta_{ab}\delta(\mathbf r)\right]m_b .
\]

The second derivative also hides a delta function. Away from the origin it equals

\[
T_{ab}=\frac{3r_ar_b-r^2\delta_{ab}}{r^5}.
\]

Its integral over a small ball follows from the divergence theorem. On the surface \(\partial_b(1/r)=-n_b/r^2\), so

\[
\int\partial_a\partial_b\frac1r\,d^3r=-\oint n_an_b\,d\Omega=-\frac{4\pi}{3}\delta_{ab}.
\]

Hence \(\partial_a\partial_b(1/r)=T_{ab}-(4\pi/3)\delta_{ab}\delta(\mathbf r)\), where integrals over \(T_{ab}\) are done over angles first. The two delta terms combine to \(4\pi-4\pi/3=8\pi/3\):

\[
B_a=\alpha^2\sum_b\left[T_{ab}+\frac{8\pi}{3}\delta_{ab}\delta(\mathbf r)\right]m_b .
\]

As a test, the integral of \(B_z\) times a smooth function was computed from \(\mathbf A\), with the curl moved onto that function. Subtracting the \(T_{zz}\) part and dividing by the function's value at the nucleus gives the contact factor 8.377580, equal to \(8\pi/3\) to the digits shown.

## (c) The hyperfine operators

**Insert the potential and field of both nuclei into the electronic Hamiltonian and identify the operators that can produce a bilinear energy.**

*Solution.* For charge \(-1\) the kinetic momentum is \(\mathbf p+\mathbf A\). The electron moment is \(-(g_e/2)\mathbf s\), so its energy in a field is \(+(g_e/2)\mathbf s\cdot\mathbf B\). For each electron the magnetic terms come from

\[
\tfrac12(\mathbf p+\mathbf A)^2+\tfrac{g_e}{2}\mathbf s\cdot\mathbf B,\qquad \mathbf A=\mathbf A_K+\mathbf A_L,\quad \mathbf B=\mathbf B_K+\mathbf B_L .
\]

Since \(\nabla\cdot\mathbf A=0\), the linear orbital term is \(\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)=\mathbf A\cdot\mathbf p\). The identity \((\mathbf m\times\mathbf r)\cdot\mathbf p=\mathbf m\cdot(\mathbf r\times\mathbf p)\) turns it into an angular momentum about the nucleus. Writing the linear perturbation as \(\sum_a m_{Ka}h_{Ka}\), with a sum over electrons understood, we have three operators:

\[
h^{\rm PSO}_{Ka}=\alpha^2\frac{l_{Ka}}{r_K^3},\qquad
h^{\rm FC}_{Ka}=\alpha^2 q\,\delta(\mathbf r_K)s_a,\quad q=\frac{g_e}{2}\frac{8\pi}{3},
\]

\[
h^{\rm SD}_{Ka}=\alpha^2\frac{g_e}{2}\sum_bT_{K,ab}\,s_b .
\]

They are the paramagnetic spin-orbit (PSO), Fermi-contact (FC) and spin-dipolar (SD) operators. In the first, "spin" is the nuclear spin: the operator couples it to the electron's orbital motion.

The quadratic term \(A^2/2\) contains \(\tfrac12\cdot2\,\mathbf A_K\cdot\mathbf A_L\), which is the diamagnetic spin-orbit (DSO) operator

\[
\alpha^4\frac{(\mathbf m_K\times\mathbf r_K)\cdot(\mathbf m_L\times\mathbf r_L)}{r_K^3r_L^3}
=\alpha^4\frac{(\mathbf m_K\cdot\mathbf m_L)(\mathbf r_K\cdot\mathbf r_L)-(\mathbf m_K\cdot\mathbf r_L)(\mathbf r_K\cdot\mathbf m_L)}{r_K^3r_L^3}.
\]

The self term \(A_K^2\) behaves as \(r_K^{-4}\). With the volume factor \(r_K^2\), its expectation value diverges wherever the electron density at a point nucleus is nonzero. It is quadratic in \(\mathbf m_K\) alone, however, and does not enter \(K_{ab}\) for two different nuclei.

## (d) Perturbation theory and spin selection

**Collect all energy terms proportional to \(m_{Ka}m_{Lb}\). Which products of hyperfine operators vanish because of electron spin?**

*Solution.* The DSO operator is already bilinear and contributes its ground-state expectation value. The linear operators contribute in second order:

\[
E^{(2)}=\sum_{n\ne0}\frac{|\langle n|\sum_a(m_{Ka}h_{Ka}+m_{La}h_{La})|0\rangle|^2}{E_0-E_n}.
\]

The mixed terms are a product and its complex conjugate, since the operators are Hermitian. Thus

\[
K_{ab}=\langle{\rm DSO}_{ab}\rangle+2\,{\rm Re}\sum_{n\ne0}\frac{\langle0|h_{Ka}|n\rangle\langle n|h_{Lb}|0\rangle}{E_0-E_n},
\qquad h=h^{\rm PSO}+h^{\rm FC}+h^{\rm SD}.
\]

The PSO operator does not touch electron spin, so it connects the singlet ground state to singlets. The FC and SD operators are vectors in electron spin and connect a singlet to triplets. No intermediate state \(n\) serves both groups, so the PSO–FC and PSO–SD products vanish. Spin-orbit coupling would mix singlets and triplets and remove this exact separation.

## (e) The isotropic coupling

**Take one third of the trace. What happens to the remaining FC–SD cross product?**

*Solution.* Use Cartesian triplet components \(|\nu,c\rangle\), \(c=x,y,z\), for each spatial triplet state \(\nu\). Rotational invariance in spin space gives

\[
\langle\nu,c|\textstyle\sum_i f(i)s_{ia}|0\rangle=\delta_{ac}f_\nu ,
\]

where \(f\) is any spin-free one-electron operator. For moment axis \(a\), the FC amplitude is proportional to \(\delta_{ac}(\delta_K)_\nu\), and the SD amplitude for axis \(b\) is proportional to \((T_{L,bc})_\nu\). Summing their product over \(c\) leaves \((\delta_K)_\nu(T_{L,ba})_\nu\). Setting \(a=b\) and summing gives

\[
\sum_a(\delta_K)_\nu(T_{L,aa})_\nu=0,
\]

because \(T\) is traceless. The cross product can contribute to the anisotropy of \(K_{ab}\), but not to \(K\).

For the DSO operator the trace of the numerator is \(3\,\mathbf r_K\cdot\mathbf r_L-\mathbf r_K\cdot\mathbf r_L=2\,\mathbf r_K\cdot\mathbf r_L\). For FC the three axes contribute equally and cancel the factor \(1/3\). Hence \(K=K_{\rm DSO}+K_{\rm PSO}+K_{\rm FC}+K_{\rm SD}\), with

\[
K_{\rm DSO}=\frac{2\alpha^4}{3}\left\langle\sum_i\frac{\mathbf r_{iK}\cdot\mathbf r_{iL}}{r_{iK}^3r_{iL}^3}\right\rangle,
\]

\[
K_{\rm PSO}=\frac{2\alpha^4}{3}\,{\rm Re}\sum_{n\neq 0}\sum_a\frac{\langle0|l_{Ka}r_K^{-3}|n\rangle\langle n|l_{La}r_L^{-3}|0\rangle}{E_0-E_n},
\]

\[
K_{\rm FC}=2\alpha^4q^2\sum_\nu\frac{(\delta_K)_\nu(\delta_L)_\nu}{E_0-E_\nu},
\]

\[
K_{\rm SD}=\frac{2\alpha^4}{3}\left(\frac{g_e}{2}\right)^2\sum_\nu\sum_{ab}\frac{(T_{K,ab})_\nu(T_{L,ab})_\nu}{E_0-E_\nu}.
\]

In PSO the sum over electrons is again understood, and the spatial triplet functions are chosen real. These are Ramsey's four contributions, at leading order \(\alpha^4\). Nothing in the derivation ranks them by size. If the contact amplitudes of one nucleus vanish, for instance, \(K_{\rm FC}\) is zero while the other terms can remain.

The selection rule and the trace argument were tested together in a small basis for two hydrogen nuclei. The energy was found by diagonalization with both moments present and the field \(\mathbf B\) left undivided, then differentiated numerically. The result for \(K/\alpha^4\) is 3.48389, the same as the four-term sum. With the electron's spin moment switched off, both routes give 0.05671, which is PSO plus DSO. These values test the formulas; the basis is too small to predict HD.

## (f) Two electrons, and the sign of the contact term

**Write the second-order terms for a two-electron molecule. What sign does the lowest triplet contribute to \(K_{\rm FC}\) in HD, and what happens when the bond is stretched?**

*Solution.* The ground state is \(\psi(1,2)\,\chi\), where \(\chi\) is the spin singlet and \(\psi=\sum_{pq}C_{pq}\phi_p(1)\phi_q(2)\). The orbitals are real and orthonormal, and \(C\) is real and symmetric. Because \((s_{1a}+s_{2a})\chi=0\), we have \(s_{2a}\chi=-s_{1a}\chi\). The functions \(\tau_a=2s_{1a}\chi\) are normalized triplets, since \(s_{1a}^2=1/4\). Therefore

\[
[f(1)s_{1a}+f(2)s_{2a}]\psi\chi=\tfrac12[f(1)-f(2)]\psi\,\tau_a .
\]

Acting on electron 1 multiplies \(C\) by the matrix \(f\) from the left, and acting on electron 2 multiplies it from the right. The spatial source is thus the antisymmetric matrix

\[
x[f]=\tfrac12(fC-Cf).
\]

With \(H_T\) the spatial triplet Hamiltonian, the sum over states becomes an inverse:

\[
K_{\rm FC}=-2\alpha^4q^2\langle x[\delta_K]|(H_T-E_0)^{-1}|x[\delta_L]\rangle .
\]

The minus sign comes from \(E_0-E_\nu=-(E_\nu-E_0)\). SD has the same form, with \(T_{K,ab}\) in place of \(\delta_K\), prefactor \(-(2/3)\alpha^4(g_e/2)^2\), and a sum over \(a,b\).

For PSO, write the matrix of \(l_{Ka}/r_K^3\) as \(-iM_{Ka}\), with \(M_{Ka}\) real and antisymmetric. The source is \(-i(MC+CM^{\mathsf T})=-i(MC-CM)\). The phases cancel in the product of one amplitude with the conjugate of the other. With \(y_{Ka}=M_{Ka}C-CM_{Ka}\),

\[
K_{\rm PSO}=-\frac{2\alpha^4}{3}\sum_a\langle y_{Ka}|(H_S-E_0)^{-1}|y_{La}\rangle .
\]

Here \(H_S\) is the singlet Hamiltonian. The ground state is absent from the source, as \({\rm Tr}[C(MC-CM)]=0\).

At fixed nuclei, the proton and deuteron have the same charge, so the electronic Hamiltonian of HD has the inversion symmetry of H\(_2\). Inversion leaves \(\psi\) unchanged and exchanges \(\delta_K\) with \(\delta_L\). For a triplet odd under inversion, \((\delta_L)_\nu=-(\delta_K)_\nu\), and its contribution is

\[
2\alpha^4q^2\frac{-(\delta_K)_\nu^2}{E_0-E_\nu}=+2\alpha^4q^2\frac{(\delta_K)_\nu^2}{E_\nu-E_0}\ge0 .
\]

An even triplet contributes with the opposite sign. The lowest triplet, in which one electron has moved from the bonding to the antibonding orbital, is odd. Its contribution is positive, which favours antiparallel nuclear spins because the energy is \(+hJ\,\mathbf I_K\cdot\mathbf I_L\).

The stretched bond gives a simple limit. Let \(a\) and \(b\) be atomic 1s orbitals on K and L with negligible overlap, and let \(n=a(\mathbf R_K)^2\) be the atomic density at its own nucleus. The singlet and lowest triplet are \((ab\pm ba)/\sqrt2\). The gap between them is small, so this triplet dominates the sum over states, and only the part of the source that lies in the orbitals \(a\) and \(b\) is needed. Projected onto these orbitals, the source is

\[
\tfrac12[\delta_K(1)-\delta_K(2)]\frac{ab+ba}{\sqrt2}\;\to\;\frac n2\,\frac{ab-ba}{\sqrt2},
\]

because the only non-negligible matrix element of \(\delta_K\) between these orbitals is \(\langle a|\delta_K|a\rangle=n\). For L the amplitude is \(-n/2\). With \(\Delta\) the singlet–triplet gap,

\[
K_{\rm FC}\simeq-2\alpha^4q^2\frac{(n/2)(-n/2)}{\Delta}=\frac{\alpha^4q^2n^2}{2\Delta}.
\]

As the atoms separate, \(\Delta\to0\) and this expression diverges. The divergence marks the failure of perturbation theory: once \(\Delta\) is comparable to the atomic hyperfine energies, the nearly degenerate singlet and triplet must be treated together with the nuclear spins.

## (g) The four terms in HD

**Evaluate the terms at \(R=1.40\) bohr. Does one dominate, and is that dominance the result of cancellation among the others?**

*Solution.* The electronic states are obtained by full configuration interaction (full CI), which includes all electron correlation possible in the chosen basis. The basis has 66 orbitals, with narrow s functions to describe the cusp at each nucleus. It is finite, so the result is not the exact nonrelativistic value.

To convert to frequency, write \(\gamma\hbar=g\mu_N\), with \(\mu_N\) the nuclear magneton in the moment unit chosen above and \(E_h\) the hartree energy:

\[
J=\frac{E_h}{h}\alpha^4g_pg_d\mu_N^2\left(\frac{K}{\alpha^4}\right)
=6.62627\ {\rm Hz}\times\frac{K}{\alpha^4}.
\]

The nuclear factors are \(g_p=5.585695\) and \(g_d=0.857438\). The contact term is

\[
J_{\rm FC}=6.62627\times6.01551\ {\rm Hz}=39.86\ {\rm Hz}.
\]

The same conversion gives the other terms:

- SD: \(6.62627\times0.06167=0.41\) Hz
- PSO: \(6.62627\times0.12415=0.82\) Hz
- DSO: \(6.62627\times(-0.04657)=-0.31\) Hz

Their sum with FC is 40.78 Hz, or \(K=2.21\times10^{20}\) T\(^2\) J\(^{-1}\). The contact share is \(39.86/40.78=97.7\) percent. Cancellation does not create this dominance: the magnitudes of the other three add to 1.54 Hz, about 4 percent of the contact term.

These values are not converged to the digits shown. With tighter s, p and d functions (96 orbitals), FC rises to 40.15 Hz, SD to 0.46 Hz and PSO to 0.83 Hz, while DSO stays at \(-0.31\) Hz. The sum becomes 41.13 Hz and \(K\) becomes \(2.23\times10^{20}\) T\(^2\) J\(^{-1}\). SD is the most sensitive in relative terms, because its \(r^{-3}\) operator needs narrow p and d functions. The contact share remains close to 98 percent.

The negative DSO term has a geometrical reading. If \(\mathbf d\) is measured from the bond midpoint, then \(\mathbf r_K\cdot\mathbf r_L=d^2-R^2/4\). The integrand is negative inside the sphere having the bond as diameter and positive outside it. The computed sign shows that the inside outweighs the outside here.

The lowest triplet lies 0.390 hartree above the ground state and by itself gives \(+29.91\) Hz of the contact coupling. All other triplets together add \(39.86-29.91=9.95\) Hz. This split depends on the basis: the lowest-triplet part moves by about 0.3 Hz when diffuse or tighter functions are added. The positive sign found in (f) is thus borne out, but a one-state model would miss a quarter of the contact term.

For H\(_2\) at the same distance the electronic factor \(K\) is unchanged. Replacing the deuteron by a proton multiplies \(J\) by \(g_p/g_d=6.514\), giving \(6.514\times40.78=266\) Hz (about 268 Hz with the 96-orbital value). The smaller coupling in HD reflects the deuteron's smaller gyromagnetic ratio, not a weaker electronic response.

## (h) Nuclear vibration and the measured size

**The nuclei are not fixed. Estimate the vibrational correction and decide whether the contact term accounts for most of the roughly 43 Hz coupling.**

*Solution.* In the Born–Oppenheimer approximation, the coupling of the vibrational ground state is

\[
\langle J\rangle=\int|u(R)|^2J(R)\,dR ,
\]

where \(u\) is the normalized radial wavefunction for zero rotational angular momentum. A full-CI calculation with 40 orbitals supplies the potential and \(J(R)\). Its potential minimum is near 1.40 bohr, while the mean distance in the ground state is about 1.44 bohr. The average is 42.69 Hz, compared with 40.81 Hz at 1.40 bohr in the same basis, so the correction is \(+1.89\) Hz before rounding the two couplings. A different choice of p exponents and radial fit changes it by about 0.02 Hz. Adding it to the larger-basis result gives

\[
J\approx40.78+1.89=42.67\ {\rm Hz}.
\]

This agrees with the measured size to the two figures in which that size is given here. The agreement should not be read as the accuracy of the calculation. For a hydrogen atom, the same s functions give a density at the nucleus 0.47 percent below the exact nonrelativistic value. If \(K_{\rm FC}\) scales as the square of this density, as in the stretched-bond limit, the contact term is low by about 0.9 percent, or 0.4 Hz. That is an estimate, not a bound. The two molecular bases agree within 0.03 Hz at 1.40 bohr, but they share these s functions and so do not test this error. Using the 96-orbital value of 41.13 Hz in place of 40.78 Hz raises the total to about 43.0 Hz. Relativistic and nonadiabatic effects are left out, as is thermal rotation, which adds about 0.2 Hz at 300 K.

The correction was computed for the total coupling, not for each term. Even if none of it came from the contact mechanism, the contact share would be \(39.86/42.67=93\) percent. Within this treatment, the contact term therefore dominates the observed coupling in HD. The numerical output gives the intermediate values.

## Values computed for the example and the checks

```
contact factor from quadrature: 8.377580 (8 pi/3 = 8.377580)
Small-basis test, K/alpha^4 in atomic units:
  four-term formula: 3.48389
  finite moments, all operators: 3.48389
  PSO + DSO formula: 0.05671
  finite moments, no electron spin: 0.05671
electron g factor: 2.002319
proton g factor: 5.585695
deuteron g factor: 0.857438
J per unit of K/alpha^4: 6.62627 Hz
s exponents: 0.07 to 14451 bohr^-2, 11 functions
H atom density at nucleus, basis/exact: 0.99528
HD, full CI, R = 1.40 bohr, 66 orbitals
  total energy: -1.173582 hartree
  electron density at a nucleus: 0.45734 bohr^-3
  FC: K/alpha^4 = 6.01551 a.u., J = 39.860 Hz
  SD: K/alpha^4 = 0.06167 a.u., J = 0.409 Hz
  PSO: K/alpha^4 = 0.12415 a.u., J = 0.823 Hz
  DSO: K/alpha^4 = -0.04657 a.u., J = -0.309 Hz
  sum of four terms: 40.783 Hz
  reduced coupling K: 22.118 x 10^19 T^2 J^-1
  FC share of the sum: 97.74 percent
  DSO by spheroidal quadrature: -0.309 Hz
  lowest triplet above ground state: 0.39018 hartree
  FC part from lowest triplet alone: 29.910 Hz
Vibration, full CI with 40 orbitals:
  J at R = 1.40 bohr: 40.809 Hz
  potential minimum at: 1.398 bohr
  reduced mass: 1223.90 electron masses
  zero-point energy: 0.008627 hartree
  mean distance: 1.4409 bohr
  J averaged over ground state: 42.694 Hz
  vibrational correction: 1.885 Hz
J(HD), large basis plus correction: 42.67 Hz
difference from rough measured 43 Hz: -0.33 Hz
```
